# A high water contact angle does not prove a pinhole-free inhibitor

**Definitions and conventions**

In area-selective deposition, an inhibitor layer covers the surface that should stay bare, and the film is meant to grow elsewhere. A pinhole is a spot where the inhibitor is missing and the substrate is exposed. Let \(f\) be the area fraction of pinholes, \(r\) their radius and \(h\) the thickness of the inhibitor.

Contact angles are measured through the water. With \(\gamma\) the tension of water against vapour, and \(\gamma_{SV}\), \(\gamma_{SL}\) the tensions of the solid against vapour and water, Young's equation is

\[
\gamma\cos\theta=\gamma_{SV}-\gamma_{SL}.
\]

The intact inhibitor has angle \(\theta_1\) and the bare substrate \(\theta_2<\theta_1\); I write \(c_1=\cos\theta_1\) and \(c_2=\cos\theta_2\). These relations hold in any consistent units, atomic units included. The example uses nanometres and degrees.

**The belief and its appeal**

The belief is that a layer on which water stands at about 110°, as on a good hydrophobic monolayer, has no pinholes. It has a sound core. Bare oxide is wetted by water, so a layer with large bare patches over much of its area gives a visibly lower angle. The tempting step is from "no large bare area" to "no bare area". Whether it is allowed depends on how strongly a small \(f\) moves the angle.

**The angle of a layer with pinholes**

Take a small drop of fixed volume \(V\), shaped as a spherical cap of base radius \(a\) and height \(H\). Gravity is neglected here and sized later. The surface is smooth and inert, and the pinholes are first treated as flat patches. Relative to the dry surface, the drop has energy

\[
E=\gamma A+\int_{\rm base}(\gamma_{SL}-\gamma_{SV})\,dS
=\gamma\left[A-\int_{\rm base}\cos\theta_{\rm loc}\,dS\right],
\]

where \(A\) is the cap area and \(\cos\theta_{\rm loc}\) is \(c_1\) or \(c_2\), depending on the spot.

The cap has \(A=\pi(a^2+H^2)\) and \(V=\pi H(3a^2+H^2)/6\). Constant volume requires

\[
6aH\,da+3(a^2+H^2)\,dH=0
\quad\Rightarrow\quad
\frac{dH}{da}=-\frac{2aH}{a^2+H^2}.
\]

Hence

\[
\frac{dA}{da}=2\pi\left(a+H\frac{dH}{da}\right)
=2\pi a\,\frac{a^2-H^2}{a^2+H^2}=2\pi a\cos\theta .
\]

The last step uses \(\tan(\theta/2)=H/a\), which holds for a spherical cap. Widening the base by \(da\) also wets a ring of area \(2\pi a\,da\), so

\[
\frac{dE}{da}=2\pi a\gamma\left[\cos\theta-\langle\cos\theta_{\rm loc}\rangle_{\rm line}\right],
\]

with the average taken along the contact line. If the drop is much larger than the pinhole spacing and the pinholes are evenly spread, this average, smoothed over a few spacings, is the area average. Setting the derivative to zero gives the Cassie equation,

\[
\cos\theta^*=(1-f)c_1+fc_2 .
\]

This is a minimum: as \(a\) grows, \(H/a\) and \(\theta\) fall, so the bracket passes from negative to positive.

**How far one percent moves it**

The cosine rises by \(f(c_2-c_1)\). Since \(d(\arccos u)/du=-1/\sqrt{1-u^2}\), to first order in \(f\)

\[
\theta_1-\theta^*\simeq\frac{f(c_2-c_1)}{\sin\theta_1}
\le f\,\frac{1-\cos\theta_1}{\sin\theta_1}=f\tan\frac{\theta_1}{2}.
\]

The inequality uses \(c_2\le1\), and the result is in radians. The second derivative of \(\arccos u\) is \(-u/(1-u^2)^{3/2}\), which is not negative for \(u\le0\). The curve then lies above its tangent at \(c_1\), so the true fall is smaller than the first-order one. For \(\theta^*\ge90^\circ\), therefore, \(f\tan(\theta_1/2)\) is an upper bound and not merely an estimate.

Take \(\theta_1=110^\circ\), and give the pinholes the greatest possible contrast, \(\theta_2=0^\circ\). With \(f=0.01\),

\[
\cos\theta^*=-0.3420+0.01\,(1+0.3420)=-0.3286,
\qquad \theta^*=109.18^\circ .
\]

The fall is 0.82°, or 0.014 rad. If the substrate angle is 30° instead, it is 0.73°. Even for perfectly wetted pinholes, a fraction of one percent costs less than one degree for inhibitor angles up to 120.6°. Smooth fluorinated surfaces reach roughly 120°, so this range takes in the usual smooth inhibitors.

The average was also tested on an explicit pattern, a drop covering 3.14 million pinholes on a square lattice. The cap of lowest energy had an angle of 109.20°, against 109.18° from the formula.

The relation can be turned round. If the reading is uncertain by \(\delta\), the hidden fraction is

\[
f_{\rm hidden}=\frac{\cos(\theta_1-\delta)-c_1}{c_2-c_1}.
\]

For \(\delta=2^\circ\) this is 2.5%. An equal error in the value expected for a perfect layer hides nearly as much. At the other end, 10% of flat pinholes lower the angle by 8.0° and 30% by 23.5°. For flat pinholes, then, the angle is a useful test for a bad layer and a weak one for a nearly complete layer.

**Pinholes have depth**

A pinhole in a layer of thickness \(h\) has a floor of substrate and a wall of inhibitor. Filling it with water lowers the energy by \(\gamma(\pi r^2c_2+2\pi rh\,c_1)\). Divided by \(\gamma\pi r^2\), this gives the effective cosine of a filled hole,

\[
c_{\rm filled}=c_2+\frac{2h}{r}c_1 .
\]

The wall term is negative when \(\theta_1>90^\circ\), so it hides part of the signal. In a filled hole so narrow that \(c_{\rm filled}<c_1\), it even reverses the signal, and the angle rises. For \(h=2.5\) nm and \(r=2\) nm, \(c_{\rm filled}=1-2.5\times0.3420=0.145\), and the angle is 109.70°. The fall has shrunk to 0.30°.

If water spans the hole without entering, it creates a water–vapour surface of area \(\pi r^2\), and the effective cosine is \(-1\). The angle then rises, to 110.40°. The filled state has the lower energy when \(c_{\rm filled}>-1\), that is, when

\[
r>\frac{2h(-c_1)}{1+c_2}=\frac{5\times0.3420}{2}\ \text{nm}\simeq0.86\ \text{nm}.
\]

This compares energies and does not show that the filled state is reached. A flat meniscus moving down the wall raises the energy by \(2\pi r\gamma(-c_1)\) per unit depth, and the gain comes when it meets the floor. A hole wider than 0.86 nm in radius may therefore stay empty. Using macroscopic tensions at this scale is itself a rough estimate.

**An advancing drop can miss the defects**

The Cassie angle belongs to the lowest energy, but a contact line can stop at a local minimum. An extreme pattern shows the consequence: let the hydrophilic area form narrow rings concentric with the drop. The line then lies wholly on one material at a time, and \(dE/da\) has the sign of \(\cos\theta-\cos\theta_{\rm loc}\). At the outer edge of a hydrophilic ring, for any \(\theta_2<\theta<\theta_1\), the energy falls on the inner side and rises on the outer side. The line is held there. It advances over the inhibitor when \(\theta\) exceeds \(\theta_1\), whatever the value of \(f\).

For rings covering 1% of the area and spaced at a thousandth of the base radius, the highest stable angle lies within 0.09° below 110°, the value of the perfect layer. Where it falls in that range depends on the position of the ring edges; the case computed gave 110.00°. By the same argument a receding line is held until the angle drops to \(\theta_2\), so in this geometry the receding angle reveals what the advancing one misses. Isolated pinholes are not rings, and the size of the effect for them is not computed here.

**What the same pinholes do to deposition**

Suppose the film grows by \(g\) per cycle, starts on the pinhole floors and never nucleates on intact inhibitor. A hole fills after \(h/g\) cycles. After \(N\) cycles the deposit has grown a further \(t=gN-h\) beyond the mouth, equally in all directions, and covers a disc of radius \(R=r+t\).

For randomly placed holes of number density \(n\), the chance that a point has no hole centre within a distance \(R\) is \(e^{-n\pi R^2}\). Setting \(R=r\) gives the intact fraction, \(1-f=e^{-n\pi r^2}\). Eliminating \(n\), the covered fraction is

\[
C=1-(1-f)^{(R/r)^2}.
\]

While \(C\) is small, \(C\simeq f(R/r)^2\): lateral growth magnifies the defect area.

At height \(z\) above the inhibitor, the deposit reaches sideways by \(\sqrt{t^2-z^2}\). Adding the covered fractions of all heights to the material inside the holes gives the mean deposit thickness

\[
m=fh+\int_0^t\left[1-(1-f)^{\left(r+\sqrt{t^2-z^2}\right)^2/r^2}\right]dz .
\]

The selectivity is \(S=(gN-m)/(gN+m)\), which is 1 for perfect inhibition and 0 when both areas receive the same amount.

With \(g=0.1\) nm and \(N=100\), the target film is 10 nm thick. The holes fill in 25 cycles, leaving \(t=7.5\) nm. For \(r=2\) nm,

\[
C=1-0.99^{(9.5/2)^2}=0.203 .
\]

One percent of pinholes has become 20% coverage. The mean deposit is 1.14 nm and \(S=0.79\). A random sampling of holes and points gave 20.4% and 1.15 nm.

Now hold \(f=1\%\), \(h\), \(g\) and \(N\) fixed and change the hole radius. The angles include the depth of the holes, in whichever state has the lower energy. If the wider holes stay empty, all three rows read 110.40°; the flat-meniscus barrier is about 190 \(k_BT\) at \(r=2\) nm and room temperature.

| \(r\) (nm) | Angle | Covered | \(S\) |
|---|---|---|---|
| 0.6 | 110.40° | 84.0% | 0.33 |
| 2 | 109.70° | 20.3% | 0.79 |
| 10 | 109.29° | 3.0% | 0.96 |

In this comparison the highest angle belongs to the worst inhibitor. At fixed \(f\), smaller holes are more numerous, and each one seeds a deposit that outgrows it. In the smallest holes the inhibitor wall outweighs the floor, so the angle lies above 110° in either state: 110.40° unfilled, the state of lower energy, and 110.92° if they were filled. The first row assumes that the precursor enters a hole 1.2 nm wide and reacts there.

**The example beside a real layer**

The parameters lie in the regime of a long-chain alkylsilane monolayer on silica, used to block oxide deposition. An angle near 110°, a thickness near 2.5 nm and growth near 0.1 nm per cycle are rough typical values; the pinhole fraction and radii are chosen, not measured. Three assumptions are doubtful in practice. The holes have rigid, upright walls here, whereas flexible chains can lean into a hole narrower than their length and change both its wetting and the precursor's access; the results for the smallest holes are therefore illustrative. The layer is measured cold and used hot: if heating raised \(f\) from 1% to 2% at \(r=2\) nm, coverage would go from 20.3% to 36.6% and \(S\) from 0.79 to 0.65. Intact inhibitor may also nucleate some film, which would lower \(S\) further by an amount not estimated here.

Other neglected effects are comparable with the signal. A 2 µL drop sags under its weight. If its angle is read from height and base width through \(\tan(\theta/2)=H/a\), a true 110° appears as 107.7°, an error of 2.3°. Fitting the profile with gravity included avoids this error. A line tension \(\tau\) around unfilled holes changes their effective cosine to \(-1-2\tau/(\gamma r)\). For \(\tau=10^{-11}\) N, a rough size, and \(\gamma=72\) mJ/m², this adds 0.28° to the rise for 0.6 nm holes and moves the filling threshold from 0.86 to 0.72 nm. The 0.6 nm holes then remain on the unfilled side, but a line tension twice as large would make the filled state the lower one for them. The sign of \(\tau\) is assumed here: \(\tau=-10^{-11}\) N would instead remove 0.28° from the rise and move the threshold to 0.99 nm.

**What the angle can certify**

A reading near 110° is compatible with a perfect layer, with one percent of wetted pinholes and with many unfilled nanometre holes. It bounds the flat, wetted bare area to a few percent only if \(\theta_1\) is known to within a degree or two, the drop is near equilibrium and nothing else on the surface raises the angle: 10% of flat wetted area together with 20% of unfilled holes reads 110.0°. For holes with depth the bound is weaker. With \(h=2.5\) nm, a 2° uncertainty hides 6.8% of filled holes at \(r=2\) nm, and filled holes with \(r\simeq1.27\) nm, where \(c_{\rm filled}=c_1\), give no signal at any \(f\). It does not give the number of holes, on which the deposit depends. A more direct test is to run the intended number of cycles and measure the material on the inhibited area. Where deposits spread from pinholes as assumed here, growth itself magnifies the defects that the drop averages away. The values used above are listed in the numerical output.

## Numbers as computed

```
inhibitor angle 110 deg, substrate angle 0 deg
cosines: inhibitor -0.3420, substrate 1.0000
pinhole fraction 1 %, radius 2.0 nm, layer 2.5 nm
Cassie cosine -0.3286
Cassie angle 109.18 deg, fall 0.82 deg
bound f tan(theta1/2): 0.82 deg
fall stays below 1 deg for inhibitor angles up to 120.6 deg
pinholes in lattice drop: 3.14 million
flat pinholes: lowest energy 109.20 deg, formula 109.18 deg
filled pinholes with walls: lowest energy 109.70 deg, formula 109.70 deg
unfilled pinholes: lowest energy 110.40 deg, formula 110.40 deg
effective cosine of filled pinhole with walls 0.145
fraction hidden by 2 deg uncertainty: 2.46 %
fall for 0.1 % flat pinholes: 0.08 deg
fall for 2.0 % flat pinholes: 1.63 deg
fall for 5.0 % flat pinholes: 4.04 deg
fall for 10.0 % flat pinholes: 8.01 deg
fall for 30.0 % flat pinholes: 23.47 deg
fall at 1 % if substrate angle is 30 deg: 0.73 deg
smallest radius favouring filling: 0.86 nm
highest stable angle on rings: 110.00 deg
growth per cycle 0.1 nm, cycles 100, target 10.0 nm
cycles to fill a pinhole 25, overgrowth 7.5 nm
pinhole density 8.00e+10 per cm2
random sampling: covered 20.4 %, mean deposit 1.15 nm
radius 0.6 nm: angle with depth 110.40 deg
  covered 84.0 %, mean 5.04 nm, selectivity 0.33
radius 2.0 nm: angle with depth 109.70 deg
  covered 20.3 %, mean 1.14 nm, selectivity 0.79
radius 10.0 nm: angle with depth 109.29 deg
  covered 3.0 %, mean 0.21 nm, selectivity 0.96
2 % pinholes, radius 2.0 nm: covered 36.6 %, selectivity 0.65
water tension 72 mJ/m2, capillary length 2.71 mm
drop 2 uL, base radius 0.83 mm
height-width reading with gravity 107.66 deg
gravity reading error 2.34 deg
line tension (rough) 1e-11 N
  extra rise, unfilled 0.6 nm holes: 0.28 deg
  smallest radius favouring filling becomes 0.72 nm
```
